# The temperature at which surfactant exchange keeps pace with growth

## Problem

A crystal grows from a beam of atoms. Its surface is covered by one full layer of a surfactant, a species that is meant to stay on top of the growing film. Each arriving atom lands on the surfactant and must change places with a surfactant atom beneath it to join the crystal. The exchange has an energy barrier $E=1.0$ eV and a prefactor $\nu=10^{13}$ per second. The film grows at $F=0.1$ layer per second.

(a) Below what temperature is it impossible for exchange to keep pace with arrival?

(b) Does exchange keep pace at every temperature above that value, and what does the surface look like there?

(c) What temperature is needed if at most 10 %, or at most 1 %, of the surface sites may carry an atom that has not yet exchanged?

(d) How far do the answers move if the barrier, the prefactor or the growth rate is changed?

## Model and conventions

One layer means one atom per surface site, so $F$ is also the mean number of atoms that land on a site per second. Energies are given in eV, temperatures in K and rates per second; atomic units would only hide the numbers that matter here.

An atom in direct contact with the surfactant exchanges at the rate

$$k(T)=\nu\,e^{-E/k_BT}.$$

This is the usual law for a thermally activated event with a single barrier, and it presumes $k_BT\ll E$. The prefactor is taken as independent of temperature. If nothing else happens to the atom, its chance of still waiting after a time $t$ is $e^{-kt}$, and its mean waiting time is $1/k$.

Each site holds at most one atom in contact with the surfactant. If more atoms arrive there, they wait above the first. When the first has exchanged, the surfactant atom has moved up by one place and touches the next waiting atom, which can then exchange at the same rate $k$. Exchange is irreversible, no atom desorbs, and there is no easier path at steps or defects. These assumptions are examined at the end.

Two averages over the surface describe the state: the backlog $n$, which is the mean number of unexchanged atoms per site, and the occupied fraction $\theta$, which is the fraction of sites with an unexchanged atom in contact with the surfactant. "Keeping pace" means that a steady state exists, with a backlog that stays constant while the film grows.

## Solution of (a): a bound from counting atoms

Arrival raises the backlog at the rate $F$. Only atoms in contact can exchange, so exchange lowers it at the rate $k\theta$:

$$\frac{dn}{dt}=F-k\theta .$$

It is convenient to measure time by the deposited amount $D=Ft$, in layers, and to write $r=k/F$. Since $dn/dt=F\,dn/dD$, division by $F$ gives

$$\frac{dn}{dD}=1-r\theta .$$

The occupied fraction cannot exceed one. Hence $dn/dD\ge 1-r$, and integration from a surface without waiting atoms, $n(0)=0$, gives

$$n(D)\ \ge\ (1-r)\,D .$$

For $k<F$ the right side is positive and grows without limit. However the waiting atoms arrange themselves, exchange then falls behind. The same balance shows what a steady state must look like: setting $dn/dD=0$ gives

$$\theta=\frac1r=\frac Fk ,$$

which is possible with $\theta\le1$ only if $k\ge F$.

The limiting temperature $T^*$ follows from $k(T^*)=F$:

$$\nu\,e^{-E/k_BT^*}=F .$$

Dividing by $\nu$ and taking the logarithm gives $-E/k_BT^*=\ln(F/\nu)$. Changing both signs turns the right side into $\ln(\nu/F)$, so that

$$T^*=\frac{E}{k_B\ln(\nu/F)} .$$

The ratio $\nu/F$ is $10^{14}$, the number of attempts an atom makes while one layer is deposited. Its logarithm is $32.236$. Therefore

$$T^*=\frac{1.0\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})(32.236)}\approx 360\ \text{K}.$$

The thermal energy at this temperature is $k_BT^*=0.031$ eV, about one thirty-second of the barrier, so the activated rate law is used where $k_BT\ll E$ holds. The mean waiting time $1/k$ is then 10 s, which is the time needed to deposit one layer.

## Solution of (b): is the condition also sufficient?

The bound shows that $k\ge F$ is necessary. Whether a steady state is in fact reached depends on how the waiting atoms are arranged. Two simple cases can be solved in full.

### Waiting atoms spread perfectly

Suppose that atoms move quickly over the surface and fill all free contact sites before any atom waits above another. This gives the largest possible $\theta$ for a given backlog, $\theta=\min(n,1)$. While $n<1$, the balance reads

$$\frac{dn}{dD}+rn=1 .$$

Multiplication by $e^{rD}$ makes the left side the derivative of $n\,e^{rD}$. Integrating from $0$ to $D$ with $n(0)=0$ gives $n\,e^{rD}=(e^{rD}-1)/r$, or

$$n(D)=\frac{1-e^{-rD}}{r} .$$

For $r>1$ this never reaches one. It settles at $1/r=F/k$, and a steady state exists.

For $r=1$ it approaches one from below, and all contact sites become occupied in the limit. After the first layer, $n=1-e^{-1}\approx0.63$. At the threshold, therefore, 63 % of the first layer has not yet exchanged when its deposition ends, even with perfect spreading.

For $r<1$ the contact sites become full at an amount $D_1$ fixed by $1-e^{-rD_1}=r$, which gives

$$D_1=-\frac{\ln(1-r)}{r} .$$

From then on $\theta=1$ and $dn/dD=1-r$, so

$$n(D)=1+(1-r)(D-D_1) .$$

At 350 K, $r=0.3987$ and $D_1=1.276$ layers. After 20 layers the backlog is $1+0.6013\times(20-1.276)=12.26$ atoms per site. The bound from part (a) is $0.6013\times20=12.03$. The small difference arises because some contact sites were still empty during the first 1.3 layers.

### Waiting atoms stay where they land

Now let atoms arrive at random, independently on each site, and stay there. Each site is then a queue. Let $p_m$ be the probability that $m$ unexchanged atoms wait on a site. Per deposited layer, arrivals carry probability from $m$ to $m+1$ at the rate $p_m$, and exchange carries it back at the rate $r\,p_{m+1}$. The net flow upward is

$$J_m=p_m-r\,p_{m+1},$$

and the probabilities change according to

$$\frac{dp_0}{dD}=-J_0,\qquad \frac{dp_m}{dD}=J_{m-1}-J_m\quad(m\ge1).$$

This agrees with the atom balance. In $dn/dD=\sum_m m\,(J_{m-1}-J_m)$ each $J_m$ appears with the factor $(m+1)-m=1$, so the sum is $\sum_m J_m=1-r(1-p_0)$, and $1-p_0$ is the occupied fraction $\theta$.

In a steady state the first equation gives $J_0=0$, and the others then give $J_m=0$ for every $m$. Thus $p_{m+1}=\rho\,p_m$ with $\rho=1/r=F/k$, and

$$p_m=\rho^m p_0 .$$

The probabilities must add up to one. For $\rho<1$ the geometric series is $\sum_m\rho^m=1/(1-\rho)$, so $p_0=1-\rho$. For $\rho\ge1$ the series diverges and no steady state exists. Random arrival without spreading thus needs $k>F$, with the strict sign.

The occupied fraction is $\theta=1-p_0=\rho$, as the balance requires. For the backlog, differentiate the geometric series with respect to $\rho$ and multiply by $\rho$, which gives $\sum_m m\rho^m=\rho/(1-\rho)^2$. Multiplication by $p_0=1-\rho$ yields

$$n=\frac{\rho}{1-\rho} .$$

At 370 K, $r=2.393$ and $\rho=0.418$, so $n=0.418/0.582=0.72$ atom per site. With perfect spreading the backlog at this temperature is $0.42$. The arrangement changes the number of waiting atoms but not the occupied fraction, because in either case the exchange flux $k\theta$ must equal $F$.

### At and below the threshold

The master equation, evolved from an empty surface, gives the following backlogs for the queue, in atoms per site:

| Temperature | 20 layers | 40 layers | 80 layers |
|---|---:|---:|---:|
| 350 K | 12.7 | 24.7 | 48.8 |
| $T^*$ | 4.6 | 6.6 | 9.6 |
| 370 K | 0.72 | 0.72 | 0.72 |

At 350 K the increase between 40 and 80 layers is 0.601 atom per site for each deposited layer, equal to $1-r$ at this accuracy. Nearly all sites are then occupied, and exchange works at its full rate but handles only 40 % of the arriving atoms.

At $T^*$ the backlog still grows, but more slowly than the deposited amount. The mean of $m^2$ shows why. An arrival changes $m^2$ by $2m+1$. An exchange, possible only for $m>0$, changes it by $-2m+1$. For $r=1$ both occur at unit rate per layer, the terms in $2m$ cancel, and

$$\frac{d\langle m^2\rangle}{dD}=1+\theta\le2 .$$

Hence $\langle m^2\rangle\le2D$. Since the square of a mean cannot exceed the mean of the square, $n\le\sqrt{2D}$. After 80 layers this bound is 12.6, and the computed backlog is 9.6. Arrival and exchange have equal rates on an occupied site, but an empty site cannot use its capacity for exchange, and that lost capacity is never recovered.

The answer to (b) is therefore yes for the two arrangements solved here: for every $T>T^*$ both have a steady state. Just above $T^*$, however, it is a crowded one. At 370 K, 42 % of the sites still carry an unexchanged atom.

Other arrangements can demand more. Suppose that waiting atoms gather, so that some sites receive $g>1$ times the mean supply and others less. The queue on the favoured sites then has the arrival rate $gF$ in place of $F$, and it is steady only for $k>gF$.

## Solution of (c): a nearly clean surfactant surface

Let $\theta_{\max}$ be the largest occupied fraction that is allowed. In a steady state $\theta=F/k$, so the demand is $k\ge F/\theta_{\max}$. This is the condition of part (a) with $F$ replaced by $F/\theta_{\max}$, and the same algebra gives the lowest permitted temperature

$$T(\theta_{\max})=\frac{E}{k_B\ln(\nu\,\theta_{\max}/F)} .$$

For the two arrangements solved in part (b) this temperature is also sufficient. If waiting atoms gather on some of the sites, a steady state may require a higher one.

For $\theta_{\max}=0.1$ the logarithm falls from $32.236$ by $\ln10=2.303$ to $29.93$, and the temperature is 388 K. For $\theta_{\max}=0.01$ it falls by another $2.303$ to $27.63$, and the temperature is 420 K. A surface with 1 % of its sites occupied thus needs 60 K more than the bare threshold.

The cases can be compared directly:

| $T$ (K) | $1/k$ (s) | $k/F$ | Result |
|---:|---:|---:|---|
| 300 | 6300 | 0.0016 | backlog grows |
| 350 | 25 | 0.40 | backlog grows |
| 360 | 10 | 1.0 | threshold |
| 370 | 4.2 | 2.4 | $\theta=0.42$ |
| 388 | 1.0 | 10 | $\theta=0.10$ |
| 400 | 0.40 | 25 | $\theta=0.04$ |
| 420 | 0.10 | 100 | $\theta=0.01$ |

At 300 K an atom in contact waits for well over an hour on average, while a new layer arrives every 10 s. By the bound of part (a), at least 99.8 % of the deposited atoms remain unexchanged. The surfactant is simply buried.

## Solution of (d): how firm is the number?

The threshold is proportional to the barrier, so

$$\frac{dT^*}{dE}=\frac{T^*}{E}=360\ \text{K/eV}.$$

An error of 0.1 eV in the barrier moves the threshold by 36 K, to 324 K for 0.9 eV or 396 K for 1.1 eV.

For the growth rate, write $L=\ln(\nu/F)=\ln\nu-\ln F$, so that $T^*=E/(k_BL)$ and $dL/d\ln F=-1$. The chain rule gives

$$\frac{dT^*}{d\ln F}=-\frac{E}{k_BL^2}\,(-1)=\frac{T^*}{L}=11.2\ \text{K}.$$

The prefactor enters with $dL/d\ln\nu=+1$ and therefore has the opposite effect, $-11.2$ K. Faster growth requires a hotter surface; a larger prefactor permits a colder one.

For a tenfold change the full formula is preferable to the slope. Growth at 0.01 layer per second lowers the threshold to 336 K, and growth at 1 layer per second raises it to 388 K. The latter equals the temperature found for $\theta_{\max}=0.1$, because only the ratio $F/\theta_{\max}$ enters.

The sharpness of the crossover follows from $\ln k=\ln\nu-E/(k_BT)$:

$$\frac{d\ln k}{dT}=\frac{E}{k_BT^2} .$$

At $T^*$ this is 0.0895 per K, so a rise of about 11 K multiplies the exchange rate by $e$. Between 350 K and 370 K the ratio $k/F$ rises sixfold, from 0.40 to 2.4. The crossover is thus narrow for given parameters, but its position is no better known than the barrier and the prefactor. A prefactor of $10^{12}$ instead of $10^{13}$ per second would already raise the threshold to 388 K. If the barrier is uncertain by 0.1 eV and the prefactor by a factor of ten either way, the threshold can lie anywhere from 302 K to 426 K.

## Where the estimate can fail

**Reverse exchange.** If atoms can also return from below the surfactant to the top, the return flux must be subtracted from $k\theta$. The net flux is then still at most $k$, so the bound of part (a) survives, but a steady state may need a higher temperature. In the extreme case that atoms return at the rate $k$ on every site, whether or not others already wait there, the net flux is $k\theta-k$. This is never positive, and no temperature gives a steady state.

**Buried surfactant.** The model lets a surfactant atom rise even when several atoms lie above it. Suppose instead that a second atom landing on the same site blocks the exchange for good. For a single waiting atom, exchange at rate $k$ competes with a further arrival at rate $F$. The chance that neither has happened by time $t$ is $e^{-(k+F)t}$, so the chance that the arrival comes first is

$$\int_0^\infty F\,e^{-(k+F)t}\,dt=\frac{F}{k+F} .$$

This is one half at $T^*$ and about 1 % at 420 K. The loss is permanent and adds up from layer to layer. Without spreading, every site is therefore blocked sooner or later, at 420 K after about 100 layers on average, and no temperature gives a lasting steady state. Heating only delays the loss. The bound of part (a) still holds, since blocking can only reduce the exchange flux. Spreading does not by itself remove this loss: a waiting atom that hops among free sites is still hit at the rate $F$ wherever it sits, so the chance $F/(k+F)$ is unchanged. Mobility helps only if the second atom can step off onto a free site before the blocking sets in. If mobile atoms also block each other when they meet, or if atoms leave blocked sites and add to the supply of the free ones, the loss is faster.

**Other paths.** If exchange is easier at steps, at island edges or by the joint motion of several atoms, these paths add to the flux $k\theta$. Exchange may then keep pace below 360 K, and the bound of part (a) no longer holds. A new estimate needs the barrier and the prefactor of the path which carries most of the flux, the fraction of sites at which that path is available, and the rate at which waiting atoms reach those sites.

**Desorption.** If waiting atoms leave the surface, the backlog can stay finite although few atoms enter the crystal. A steady backlog is then no longer a sign that exchange keeps pace.

Finally, $T^*$ concerns the passage of atoms beneath the surfactant and nothing more. Whether the film grows smoothly also depends on where islands form and on how atoms cross their edges, which this balance does not describe. The numerical output below gives most of the values used here, many of them to more digits.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
Barrier E: 1.0 eV
Prefactor nu: 1.0e+13 1/s
Growth rate F: 0.1 layer/s
ln(nu/F): 32.236
Threshold T* from formula: 359.98 K
Threshold T* from root search: 359.98 K
kB T* at threshold: 0.03102 eV
T = 300.0 K: k = 1.588e-04 1/s, 1/k = 6.299e+03 s, k/F = 0.0016
T = 350.0 K: k = 3.987e-02 1/s, 1/k = 2.508e+01 s, k/F = 0.3987
T = 360.0 K: k = 1.000e-01 1/s, 1/k = 1.000e+01 s, k/F = 1.0000
T = 370.0 K: k = 2.393e-01 1/s, 1/k = 4.179e+00 s, k/F = 2.3932
T = 400.0 K: k = 2.515e+00 1/s, 1/k = 3.976e-01 s, k/F = 25.1510
T for occupied fraction 0.10: 387.7 K (master equation gives 0.1000)
T for occupied fraction 0.01: 420.0 K (master equation gives 0.0100)
370 K, stationary queue: occupied fraction 0.4179
370 K, stationary queue: backlog 0.7178 atoms/site
350 K, queue backlog after 20, 40, 80 layers: 12.685, 24.715, 48.768 atoms/site
T*, queue backlog after 20, 40, 80 layers: 4.562, 6.648, 9.600 atoms/site
370 K, queue backlog after 20, 40, 80 layers: 0.718, 0.718, 0.718 atoms/site
350 K, lower bound (1-k/F)D for D = 20 layers: 12.026 atoms/site
350 K, bound on growth of backlog, 1-k/F: 0.6013 atoms/site per layer
350 K, spread: contact sites full after 1.276 layers
350 K, spread: backlog after 20 layers 12.259 atoms/site
370 K, spread: backlog after 20 layers 0.4179 atoms/site
dT*/dE: 360.0 K/eV
dT*/dlnF: 11.17 K
dlnk/dT at T*: 0.0895 1/K
Temperature rise for factor e in k near T*: 11.2 K
Threshold for E = 0.9 eV: 324.0 K
Threshold for E = 1.1 eV: 396.0 K
Threshold for F = 0.01 layer/s: 336.0 K
Threshold for F = 1.00 layer/s: 387.7 K
```
